# The Rajkanan-Singh-Shewchun absorption formula for silicon, separated by phonon term

## Scaling fixes the exponents

A parabolic band in three dimensions has no energy scale of its own. The number of states below energy $\varepsilon$ grows as the volume $k^3$ of a sphere, and $k\propto\varepsilon^{1/2}$, so the density of states scales as $\varepsilon^{3/2}/\varepsilon=\varepsilon^{1/2}$.

Let a transition leave an excess energy $\Delta$ to be shared by an electron and a hole. If their momenta are independent, the pair density is an integral over one energy of a product of two such densities, and it scales as $\Delta^{1/2}\Delta^{1/2}\Delta=\Delta^2$. If one momentum fixes the other, a single three-dimensional $k$ labels the pair, and the density scales as $\Delta^{1/2}$. With constant matrix elements, indirect absorption therefore rises as a square and direct absorption as a square root. Scaling leaves open the thresholds, the temperature factors and the strengths.

The Rajkanan-Singh-Shewchun (RSS) model combines two indirect gaps $E_{gj}$, two phonon energies $E_{pi}$ and one direct gap $E_{gd}$:

$$\alpha=\sum_{j=1}^{2}\sum_{i=1}^{2}A_jC_i\left\{n_i[E-E_{gj}+E_{pi}]_+^2+(n_i+1)[E-E_{gj}-E_{pi}]_+^2\right\}+A_d[E-E_{gd}]_+^{1/2}.$$

Here $E=hc/\lambda$ is the photon energy, $[x]_+=\max(x,0)$, and

$$n_i=\frac{1}{e^{E_{pi}/kT}-1},\qquad E_g(T)=E_g(0)-\frac{\beta T^2}{T+\gamma}.$$

All three gaps share the same shift. Energies are in eV and $\alpha$ is in cm$^{-1}$. The strengths $A_j$, $C_i$, $A_d$ are fitted constants; what follows derives the form of each term, not its strength.

## Where each factor comes from

**The virtual state.** The photon wavelength far exceeds the lattice spacing, so a photon carries almost no crystal momentum. The band extrema of silicon lie at different momenta, and a phonon supplies the difference. Let the photon couple the initial state to an intermediate state with strength $g$, and the phonon couple that state to the final one with strength $h$. The intermediate state lies an energy $D\gg g,h$ above the other two, which are resonant. The amplitudes obey

$$i\hbar\dot c_m=gc_i+Dc_m+hc_f,\qquad i\hbar\dot c_f=hc_m.$$

At early times $c_f\approx0$. After a sudden start $c_m$ oscillates rapidly, at angular frequency close to $D/\hbar$, about the value $-gc_i/D$. Over many oscillations only this average drives a steady transfer, so $i\hbar\dot c_f\approx-(gh/D)c_i$: the effective coupling has magnitude $gh/D$. For $g=0.01$, $h=0.02$, $D=2$ and $t=500$ with $\hbar=1$, this predicts a transfer probability $(ght/D)^2=0.0025$; the full three-level evolution agrees within 1%. The rate contains the square of this coupling. The model treats it as constant.

**The phonon factors.** The lattice displacement is proportional to $a+a^\dagger$. Removing a phonon from a mode with $n$ quanta gives $|\langle n-1|a|n\rangle|^2=n$; adding one gives $|\langle n+1|a^\dagger|n\rangle|^2=n+1$. With $q=e^{-E_p/kT}$, the thermal probabilities are $(1-q)q^n$, so

$$\bar n=(1-q)\sum_n nq^n=(1-q)\frac{q}{(1-q)^2}=\frac{1}{e^{E_p/kT}-1},\qquad \bar n+1=\frac{1}{1-e^{-E_p/kT}}.$$

These are the two denominators in which the formula is often written. From here on $n_i$ denotes the thermal mean.

**The pair density.** Per spin and unit volume there are $k^3/6\pi^2$ states below $k=\sqrt{2m\varepsilon}/\hbar$. Differentiation gives

$$g(\varepsilon)=G\sqrt\varepsilon,\qquad G=\frac{1}{4\pi^2}\left(\frac{2m}{\hbar^2}\right)^{3/2}.$$

For an ellipsoidal band, $m^{3/2}$ becomes $\sqrt{m_1m_2m_3}$. The phonon can take up any momentum difference, so every pair with the right total energy counts. With $x=\Delta\sin^2\theta$,

$$J(\Delta)=G_cG_v\int_0^\Delta\sqrt{x(\Delta-x)}\,dx
=2G_cG_v\Delta^2\int_0^{\pi/2}\sin^2\theta\cos^2\theta\,d\theta.$$

Since $\sin^2\theta\cos^2\theta=\tfrac14\sin^2 2\theta$, whose integral is $\pi/16$, the result is $J=\tfrac{\pi}{8}G_cG_v\Delta^2$. This assumes parabolic bands with a single threshold, and a phonon energy and matrix elements that hardly change over the momenta involved. In silicon the law is therefore approximate: a further valence band, split off by spin-orbit coupling, begins about 44 meV below the top. Counted as a separate parabolic band with rough hole masses, it changes $J/\Delta^2$ by 10 to 16% over the excess energies of the 1000 nm example below. The three valence bands are also coupled and non-parabolic. A six-band $\mathbf k\cdot\mathbf p$ count with standard Luttinger parameters gives a change of about 28%. That figure is only indicative, because it draws on momenta beyond 0.25 Å$^{-1}$, where the expansion is less reliable.

A direct count on a $k$-lattice tests the law, including its prefactor. With electron masses 0.19, 0.19, 0.92, hole mass 0.5 and $\Delta=0.5$ and 0.9 in scaled units, it agrees within 2%. The corresponding count for vertical transitions agrees with the square-root law within 5%, a looser limit because a thin shell holds fewer lattice points.

**The thresholds.** If a phonon is absorbed, energy conservation reads $E+E_p=E_g+\varepsilon_c+\varepsilon_v$, hence $\Delta=E-E_g+E_p$. If one is emitted, $\Delta=E-E_g-E_p$. A negative $\Delta$ means that no final state exists, which is why the bracket must be cut at zero before it is squared.

The derivation also assumes a full valence band and an empty conduction band, so no reverse transitions are subtracted.

## The algorithm

1. Compute $E=hc/\lambda$, the three gaps at $T$, and both $n_i$.
2. For each of the eight combinations of gap, phonon and process, compute the signed excess $\Delta$.
3. Store $A_jC_i\,n_i\max(\Delta,0)^2$ for absorption or $A_jC_i(n_i+1)\max(\Delta,0)^2$ for emission.
4. Add $A_d\sqrt{\max(E-E_{gd},0)}$.
5. Sum, keeping the individual terms.

This procedure was compared at 300 K with numerical pair integrals and explicit thermal sums at 1150, 1100, 1000, 450 and 350 nm. The relative difference was below $10^{-6}$ at each wavelength.

## Silicon at 1000 nm and 300 K

The customary constants of the model are

- $E_{g1}(0)=1.1557$, $E_{g2}(0)=2.5$, $E_{gd}(0)=3.2$ eV;
- $E_{p1}=0.01827$, $E_{p2}=0.05773$ eV;
- $C_1=5.5$, $C_2=4.0$;
- $A_1=323.1$, $A_2=7237$ cm$^{-1}$ eV$^{-2}$;
- $A_d=1.052\times10^6$ cm$^{-1}$ eV$^{-1/2}$;
- $\beta=7.021\times10^{-4}$ eV/K, $\gamma=1108$ K.

The gap shift is $7.021\times10^{-4}\times300^2/1408=0.04488$ eV, so the gaps are 1.11082, 2.45512 and 3.15512 eV. The photon energy is 1.23984 eV. It lies below the second and third gaps by far more than a phonon energy, so the four gap-2 terms and the direct term vanish.

With $kT=0.025852$ eV, the occupations are $n_1=0.97341$ and $n_2=0.12007$. The strengths are $A_1C_1=1777.05$ and $A_1C_2=1292.4$ cm$^{-1}$ eV$^{-2}$. The open terms, in cm$^{-1}$, are

$$\begin{aligned}
\text{phonon 1 absorbed:}\quad&1777.05\times0.97341\times0.14729^2=37.5\quad(40.2\%),\\
\text{phonon 1 emitted:}\quad&1777.05\times1.97341\times0.11075^2=43.0\quad(46.1\%),\\
\text{phonon 2 absorbed:}\quad&1292.4\times0.12007\times0.18675^2=5.4\quad(5.8\%),\\
\text{phonon 2 emitted:}\quad&1292.4\times1.12007\times0.07129^2=7.4\quad(7.9\%).
\end{aligned}$$

Their sum is $\alpha=93.3$ cm$^{-1}$, an absorption depth $1/\alpha$ of 107 µm. One pass through 200 µm absorbs $1-e^{-1.866}=84.5\%$ of the light that has entered.

Emission leaves less excess energy than absorption, but its factor $n+1$ is larger. For both phonons the second effect wins here. Phonon 2 is weak in absorption mainly because few such phonons are present. In emission it gives 0.17 times as much as phonon 1: the smaller squared excess energy contributes a factor of 0.41, and the smaller $C_i(n_i+1)$ another 0.41.

A rearrangement checks the sum and displays the limits. With $\delta=E-E_{g1}$ and both processes open,

$$n(\delta+E_p)^2+(n+1)(\delta-E_p)^2=(2n+1)(\delta^2+E_p^2)-2\delta E_p.$$

The squares collect the factor $2n+1$, while the cross terms leave $2\delta E_p[n-(n+1)]$. For phonon 1, $\delta=0.12902$ eV gives 0.04532 eV$^2$, and multiplication by 1777.05 returns 80.5 cm$^{-1}$, the sum of its two terms.

When $kT\gg E_p$ and $\delta\gg E_p$, the expression tends to $(2kT/E_p)\delta^2$: absorption and emission become equal, and the strength grows linearly with $T$ at fixed $\delta$. When $T\to0$, $n\to0$ and emission alone survives. At 1000 nm the model then gives

$$1777.05(0.08414-0.01827)^2+1292.4(0.08414-0.05773)^2\approx8.6\ \text{cm}^{-1},$$

where 0.08414 eV is the photon energy minus the zero-temperature gap.

Other wavelengths open other parts. At 1100 nm the photon energy lies below both emission thresholds, and phonon absorption alone gives 2.9 cm$^{-1}$. At 450 nm gap 1 gives $1.8\times10^4$ and gap 2 gives $1.3\times10^4$ cm$^{-1}$. At 350 nm the direct term contributes $6.5\times10^5$ cm$^{-1}$, about 75% of the model's total.

## Errors of evaluation and of input

Omitting the cut at zero would square the negative gap-2 excesses at 1000 nm:

$$\begin{aligned}
7237\,\{&5.5[0.97341(1.1970)^2+1.97341(1.2335)^2]\\
+&4.0[0.12007(1.1575)^2+1.12007(1.2730)^2]\}
\approx2.3\times10^5\ \text{cm}^{-1}.
\end{aligned}$$

This false part is about 2500 times the correct total. The direct term would meanwhile require the square root of a negative number.

Rounding is harmless by comparison. For a term $w\Delta^2$, an error $\eta$ in $\Delta$ gives a relative error $2\eta/\Delta$ to first order. The smallest open excess here is 0.071 eV, so errors near $10^{-16}$ eV have no practical effect. The relative error grows close to a threshold, but there the term itself tends to zero.

Errors in the gap matter more. Differentiating each open term $\alpha_r$ gives

$$\frac{\partial\alpha}{\partial E_{g1}}=-\sum_r\frac{2\alpha_r}{\Delta_r}\approx-1550\ \text{cm}^{-1}\,\text{eV}^{-1}.$$

A gap error of 1 meV thus changes $\alpha$ by about 1.6 cm$^{-1}$, or 1.7% of the total. Since $|dE/d\lambda|=E/\lambda=1.24$ meV/nm, a wavelength error of 1 nm changes it by about 2%.

Temperature acts through both the gap and the phonons. At 350 K the model gives 136.7 cm$^{-1}$, 46% above its 300 K value. Changing the gaps alone gives 116.6 cm$^{-1}$; changing the occupations alone gives 109.8 cm$^{-1}$. The separate increases, 23.2 and 16.5 cm$^{-1}$, fall short of the joint increase of 43.3 cm$^{-1}$ because the two factors multiply.

## How far a spectrum determines the separation

Suppose that the four gap-1 strengths $w_r$ are free and their thresholds $t_r$ are known. Above all four thresholds, with gap 2 and the direct gap closed,

$$\sum_rw_r(E-t_r)^2=E^2\sum_rw_r-2E\sum_rw_rt_r+\sum_rw_rt_r^2.$$

The spectrum supplies three coefficients for four unknowns. A change $v_r$ is invisible if $\sum v_r=\sum v_rt_r=\sum v_rt_r^2=0$. Measured from $E_{g1}$, the thresholds are $-E_{p1}$ and $+E_{p1}$ for absorption and emission of phonon 1, and $-E_{p2}$ and $+E_{p2}$ for phonon 2. Take opposite changes for the two processes of each phonon. The zeroth and second moments then cancel, and the first vanishes if

$$v_{1,\rm em}=s,\quad v_{1,\rm abs}=-s,\quad v_{2,\rm em}=-\frac{E_{p1}}{E_{p2}}s,\quad v_{2,\rm abs}=\frac{E_{p1}}{E_{p2}}s.$$

Non-negative strengths limit $s$. Phonon-1 absorption reaches zero at $s=1777.05\times0.97341\approx1730$ cm$^{-1}$ eV$^{-2}$. Phonon-2 absorption, with strength 155.2, reaches zero at $s=-155.2\times0.05773/0.01827\approx-490$ cm$^{-1}$ eV$^{-2}$. Between these ends the spectrum above the thresholds is unchanged, yet at 1000 nm the share of phonon absorption runs from 26.3 to 51.6%, and that of phonon 1 from 68.8 to 91.3%.

Two kinds of information remove this freedom. A window that spans the thresholds contains the energies at which terms switch on: the numerical rank of the four-term fit is 3 from 5 meV above the highest threshold to 1.5 eV, but 4 when the window starts 10 meV below the lowest. This rank shows uniqueness for exact data; a measured spectrum must also be precise near the thresholds. With 200 evenly spaced points up to 1.5 eV and an independent error of 1 cm$^{-1}$ at each, the strength of phonon-2 absorption is still uncertain by about 70%, because such an error swamps the weak signal at the thresholds. With an error of 1% of $\alpha$ and a floor of 0.01 cm$^{-1}$, the uncertainty falls to about 1%. Alternatively, the thermal ratio $w_{\rm abs}/w_{\rm em}=n/(n+1)$ may be imposed, as RSS does. A permitted change must then have the same sign in both processes of a phonon, whereas the invisible change has opposite signs, so $s=0$. The separation is unique within the model, but it rests on the imposed thresholds and ratios.

## Physics outside the formula

**Electron-hole attraction.** Treat the pair as a hydrogen-like system with isotropic masses, binding energy $R$ and Bohr radius $a$. Its total momentum is free because of the phonon, so its centre of mass has density $\propto\sqrt{\Delta-s}$, where $s$ is the relative energy. For a contact transition, each relative state is weighted by its probability density at zero separation. The Coulomb continuum wave multiplies the free density $\sqrt s$ by $S=y/(1-e^{-y})$, with $y=2\pi\sqrt{R/s}$; this standard factor is used here without derivation.

Bound states add to it. Their density at the origin is $1/(\pi a^3n^3)$, with $n$ now the principal quantum number. Since $\hbar^2/2\mu=Ra^2$, the free density is $\sqrt s/(4\pi^2a^3R^{3/2})$. In units where the latter is $\sqrt s$, the bound weight is $4\pi R^{3/2}/n^3$, and $\pi\Delta^2/8$ is replaced by

$$\int_0^\Delta\sqrt s\,S(s)\sqrt{\Delta-s}\,ds+4\pi R^{3/2}\sum_n\frac{\sqrt{\Delta+R/n^2}}{n^3}.$$

A radial eigenvalue calculation in a box of radius $80a$ agrees with this expression within 2% at $\Delta=5R$ and $7.5R$, which also tests $S$.

For a rough $R=15$ meV, and with the model gap taken as the free-pair gap, the enhancement ranges from 4.1 for the largest excess to 9.0 for the smallest. The fitted gap of silicon lies close to the lowest exciton level; if it is identified with that level instead, the range is 3.7 to 7.1. A fitted strength alone can absorb a common factor, but not this variation. A fitted gap can mimic it over a limited window: a square law with its threshold lowered by about 78 meV follows the Coulomb result within 1.4% between the smallest and largest excess, at the price of misplacing the thresholds. With the relative strengths $C_i$ held fixed and the model gap taken as the free-pair gap, the shares in the order listed above become 34.3, 49.0, 4.2 and 12.4%; the other choice of gap moves each by about one percentage point or less.

**Slow prefactors.** Let light couple to the electron's momentum through the vector potential, with a constant momentum matrix element. At fixed vector-potential amplitude, intensity grows as $E^2$ while absorbed power is the rate times $E$, so $\alpha$ carries a factor $1/E$ apart from the refractive index. For one path through the direct gap, the virtual state adds $1/(E_{gd}-E)^2$. With the model's direct gap, the product rises by only 1.9% from 1100 to 1000 nm, because the two changes nearly cancel. The cancellation is local: from 1100 to 800 nm the product rises by 16%.

**Free carriers.** The Drude permittivity is $N_r^2-\omega_p^2/(\omega^2+i\omega/\tau)$, where $N_r$ is the refractive index and $\omega_p^2=Ne^2/(\epsilon_0m)$. For $\omega\tau\gg1$ and weak loss, its imaginary part is $\omega_p^2/(\omega^3\tau)$. Multiplication by $\omega/(N_rc)$ gives $\alpha_{\rm fc}=\omega_p^2/(N_rc\,\omega^2\tau)$. With rough values $N=10^{18}$ cm$^{-3}$, $m=0.26m_e$, mobility 300 cm$^2$/Vs and $N_r=3.6$, this is 0.7 cm$^{-1}$, of the order of 1% of the model total. It is only an order-of-magnitude estimate: the photon energy is about $48kT$, where a classical formula with a scattering time taken from the dc mobility is not reliable.

**The real material.** Crystalline silicon at room temperature has an absorption coefficient of roughly 60 to 65 cm$^{-1}$ at 1000 nm, so this parameter set is too high by a factor of about 1.4 to 1.6. At 60 cm$^{-1}$ the depth would be 167 µm and the 200 µm pass would absorb about 70%, not 84.5%. This difference of about 30 cm$^{-1}$ exceeds the slow-prefactor change from 1100 to 1000 nm and the free-carrier estimate at $10^{18}$ cm$^{-3}$. It does not exceed free-carrier absorption in heavily doped layers, where the same Drude estimate with lower mobilities gives about 20 cm$^{-1}$ at $10^{19}$ cm$^{-3}$ and several hundred at $10^{20}$ cm$^{-3}$. The calculation does not identify the cause of the difference. Real silicon also has more phonon branches than two. In its low-temperature luminescence an optical phonon near 58 meV dominates, whereas the model gives the 18 meV phonon the larger strength, $C_1=5.5$ against $C_2=4.0$. At 300 K and 1000 nm, thermal factors and excess energies raise that phonon's share to 86%. The four contributions are therefore well-defined terms of a fitted formula, not a measured decomposition by phonon branch. The numerical output lists them with more digits.

## Numbers as computed

```
indirect gaps at 0 K: 1.1557, 2.5 eV
direct gap at 0 K: 3.2 eV
phonon energies: 0.01827, 0.05773 eV; C: 5.5, 4.0
A1, A2: 323.1, 7237.0 cm^-1 eV^-2
Ad: 1.052e+06 cm^-1 eV^-1/2
beta: 0.0007021 eV/K; gamma: 1108.0 K
T: 300.0 K; kT: 0.025852 eV
wavelength: 1000.0 nm; photon energy: 1.23984 eV
gaps at T: 1.11082, 2.45512, direct 3.15512 eV
Bose occupations: 0.97341, 0.12007
open channels at 1000 nm (all from gap 1):
 phonon 1 absorbed: excess 0.14729 eV, factor 0.97341, alpha 37.527 cm^-1, share 40.2 %
 phonon 1 emitted: excess 0.11075 eV, factor 1.97341, alpha 43.014 cm^-1, share 46.1 %
 phonon 2 absorbed: excess 0.18675 eV, factor 0.12007, alpha 5.412 cm^-1, share 5.8 %
 phonon 2 emitted: excess 0.07129 eV, factor 1.12007, alpha 7.357 cm^-1, share 7.9 %
closed channels (gap 2), excess energy:
 phonon 1 absorbed: -1.1970 eV
 phonon 1 emitted: -1.2335 eV
 phonon 2 absorbed: -1.1575 eV
 phonon 2 emitted: -1.2730 eV
direct term excess energy: -1.9153 eV
total alpha: 93.31 cm^-1; absorption depth: 107.2 um
absorbed in 200 um, one pass: 84.5 %
false gap-2 part without positive-part brackets: 2.322e+05 cm^-1
spectrum at T, parts gap 1 / gap 2 / direct in cm^-1:
 1100 nm: 2.919 / 0 / 0
 1000 nm: 93.31 / 0 / 0
 900 nm: 436.7 / 0 / 0
 450 nm: 1.815e+04 / 1.251e+04 / 0
 350 nm: 3.992e+04 / 1.76e+05 / 6.547e+05
rank above all gap-1 thresholds: 3; across them: 4
same spectrum, phonon-absorption share: 26.3 to 51.6 %
same spectrum, phonon-1 share: 68.8 to 91.3 %
rough measured alpha: 60 cm^-1; model/rough measured: 1.6
electron-hole binding used (rough): 15 meV
 phonon 1 absorbed: Coulomb enhancement 4.87, new share 34.3 %
 phonon 1 emitted: Coulomb enhancement 6.08, new share 49.0 %
 phonon 2 absorbed: Coulomb enhancement 4.13, new share 4.2 %
 phonon 2 emitted: Coulomb enhancement 9.00, new share 12.4 %
slow prefactor, 1000 nm relative to 1100 nm: 1.019
free carriers: 1e+18 cm^-3, mass 0.26 m_e, mobility 300 cm2/Vs, index 3.6
free-carrier alpha: 0.72 cm^-1
alpha at 350 K: 136.65 cm^-1
 only gaps at 350 K: 116.55 cm^-1
 only phonons at 350 K: 109.78 cm^-1
```
